# Back-to-Back Schottky Contacts and the Straight Line Near Zero Bias, part 1

(Sections cited here and not found follow in the second part.)

## What a straight line can hide

A semiconducting oxide film lies between two metal layers. Its current is measured between −10 mV and +10 mV, and the points fall on a straight line. It is tempting to conclude that the contacts are ohmic and that the slope gives the resistance of the film.

In the example worked out below, that conclusion fails badly. The slope corresponds to about 520 kΩ, while the conducting part of the film has a resistance of about 37 Ω. Nearly all the measured resistance belongs to the two contacts, and each of them is a rectifier. A film resistivity calculated from the slope and the full film thickness would be too large by a factor of roughly eight thousand.

The straight line arises because two rectifiers facing each other form a symmetric device whose current is a smooth function of voltage. For ideal and identical contacts this function is a hyperbolic tangent. Its form shows how far the straight portion extends, and what has to be measured to discover the contacts behind it.

## Conventions and assumptions

The film is n-type, so electrons carry the current. Let $e>0$ be the elementary charge, $k$ Boltzmann's constant and $T$ the temperature, which is the same everywhere. The total voltage $V$ is the potential of metal 1 minus that of metal 2. The current $I$ is positive when conventional current enters the film from metal 1 and leaves it through metal 2.

The *forward voltage* $U$ of one contact is the potential of its metal minus the potential of the neutral film beside it, counted from equilibrium. A positive $U$ drives electrons from the film into the metal, and conventional current then flows from the metal into the film.

A contact is called *ohmic* here if its own voltage is proportional to the current throughout the range of use. Under this definition, proportionality in a small interval around zero is not enough.

Four assumptions hold in this half:

- Both contacts obey the ideal diode law derived next, with a constant saturation current.
- The contacts are identical.
- No voltage is lost in the film or the leads.
- The current is steady, so the same current crosses both contacts.

The first three are relaxed later.

## The law of one contact

An electron that passes between film and metal must cross an energy barrier. Two opposite flows cross it. In equilibrium they cancel, and each alone would carry a current of magnitude $I_s$.

Now apply a forward voltage $U$. The barrier seen from the metal is taken as unchanged, so the flow from the metal still has magnitude $I_s$. The barrier seen from the film is lower by $eU$. The number of film electrons with enough energy to reach the top follows the Boltzmann factor, and is therefore multiplied by $\exp(eU/kT)$. The difference of the two flows is

$$
I(U)=I_s\left[\exp\!\left(\frac{eU}{kT}\right)-1\right].
$$

This is the ideal diode law. For large positive $U$ the current grows exponentially. For large negative $U$ it tends to $-I_s$, because the flow from the film has been cut off and the constant flow from the metal remains.

The strength of the rectification follows by comparing the two polarities. With $u=eU/kT>0$,

$$
\frac{I(U)}{|I(-U)|}
=\frac{e^{u}-1}{1-e^{-u}}
=\frac{e^{u}(1-e^{-u})}{1-e^{-u}}
=e^{u}.
$$

At 300 K the thermal voltage $kT/e$ is 25.85 mV. For $U=0.1$ V the ratio is $\exp(100/25.85)\approx 48$. By the definition above, such a contact is plainly not ohmic.

## Two contacts in series

For $V>0$, contact 1 is forward biased by $V_1$. Contact 2 is reverse biased, and $V_2$ denotes the positive voltage across it, so its own forward voltage is $-V_2$. The voltages add:

$$
V=V_1+V_2 .
$$

At contact 1 the current enters the film from the metal, which is the positive direction of the diode law:

$$
I=I_s\left(e^{eV_1/kT}-1\right).
$$

At contact 2 the same current leaves the film. Counted from metal to film it is $-I$, so the diode law reads

$$
-I=I_s\left(e^{-eV_2/kT}-1\right),
\qquad\text{or}\qquad
I=I_s\left(1-e^{-eV_2/kT}\right).
$$

Introduce the dimensionless current $i=I/I_s$ and voltage $v=eV/kT$. The two laws become

$$
e^{eV_1/kT}=1+i,
\qquad
e^{-eV_2/kT}=1-i .
$$

Dividing the first by the second adds the exponents $eV_1/kT$ and $eV_2/kT$, whose sum is $v$:

$$
e^{v}=\frac{1+i}{1-i}.
$$

To solve for $i$, multiply by $1-i$ and collect the terms that contain $i$:

$$
e^{v}-i\,e^{v}=1+i
\quad\Longrightarrow\quad
e^{v}-1=i\,(e^{v}+1).
$$

Divide by $e^v+1$, then multiply numerator and denominator by $e^{-v/2}$:

$$
i=\frac{e^{v}-1}{e^{v}+1}
=\frac{e^{v/2}-e^{-v/2}}{e^{v/2}+e^{-v/2}}
=\tanh\frac{v}{2}.
$$

In ordinary units,

$$
I=I_s\tanh\!\left(\frac{eV}{2kT}\right).
$$

For $V<0$ the contacts exchange roles. The algebra is unchanged, with negative $V_1$ and $V_2$, and the formula holds for both signs.

As a test, the series circuit was solved numerically from the diode law alone, by searching for the film potential at which the two contact currents agree. At total voltages of −500, −100, −10, 2, 30, 100 and 500 mV, the current agreed with the hyperbolic tangent to better than one part in $10^7$.

## How the voltage divides

Taking logarithms of the expressions for $1+i$ and $1-i$ gives

$$
V_1=\frac{kT}{e}\ln(1+i),
\qquad
V_2=-\frac{kT}{e}\ln(1-i).
$$

For small $i$, $\ln(1+i)\approx i-i^2/2$ and $-\ln(1-i)\approx i+i^2/2$. To first order the contacts share the voltage equally. The second-order terms have opposite signs, so they cancel in the sum $V_1+V_2$. Each contact taken alone already shows curvature in second order, and the pair conceals it.

For large positive $V$ the current approaches $I_s$ and $i$ approaches 1 from below. Hence

$$
V_1<\frac{kT}{e}\ln 2 ,
$$

which is 17.9 mV at 300 K. The forward contact never needs more than this, because the reverse contact does not let more than $I_s$ pass. All further voltage falls across the reverse contact. This bound rests on a constant and equal $I_s$.

## The straight portion

The expansion of the hyperbolic tangent follows from its derivative, $\tanh'x=1-\tanh^2x$. The function is odd, so try $\tanh x=x+cx^3+\dots$. The left side is then $1+3cx^2+\dots$ and the right side is $1-x^2+\dots$, which gives $c=-1/3$. With $x=v/2$,

$$
I=I_s\left(\frac{v}{2}-\frac{v^3}{24}+\dots\right)
=\frac{V}{R_0}\left[1-\frac{1}{12}\left(\frac{eV}{kT}\right)^2+\dots\right],
\qquad
R_0=\frac{2kT}{eI_s}.
$$

The factor 2 in $R_0$ has a direct meaning. The slope of the diode law at $U=0$ is $eI_s/kT$, so each contact has a zero-bias resistance $kT/(eI_s)$, and two of them lie in series.

There is no term in $V^2$. Reversing the voltage is equivalent to exchanging two identical contacts, so $I(-V)=-I(V)$ and all even powers vanish. The first departure from the line is therefore of relative order $V^2$, whereas for a single diode it is of relative order $V$.

Straightness near zero is in any case weak evidence. Any current that vanishes at zero voltage and has a finite, nonzero slope there looks straight in a sufficiently small interval. The useful question is how large the interval is.

A convenient measure is the chord conductance $I/V$. It has fallen by a fraction $\delta$ from its zero-bias value when

$$
\frac{\tanh(v/2)}{v/2}=1-\delta .
$$

For small $\delta$ the expansion gives $v^2/12\approx\delta$, or

$$
V\approx\frac{kT}{e}\sqrt{12\,\delta}.
$$

For $\delta=0.01$ and 300 K this is $25.85\times0.346=9.0$ mV, and the numerical solution of the full condition is also 9.0 mV. For $\delta=0.10$ the estimate is 28.3 mV and the full solution is 30.2 mV.

The saturation current does not appear in this condition. A higher barrier makes the line less steep, but leaves its voltage range unchanged. For the bare ideal pair, the range is fixed by temperature.

## Numbers for a vertical stack

Take a saturation current density $J_s=1$ mA/cm² and a contact area of $10^{-4}$ cm² at 300 K. These are illustrative values for a rather low barrier, about 0.5 eV, on a film like amorphous indium gallium zinc oxide. Then

$$
I_s=10^{-3}\times10^{-4}\ \text{A}=0.1\ \mu\text{A},
$$

$$
R_0=\frac{2\times 25.85\ \text{mV}}{0.1\ \mu\text{A}}=517\ \text{k}\Omega .
$$

At $V=10$ mV, $v/2=10/51.70=0.1934$. The line predicts 0.01934 μA and the hyperbolic tangent gives 0.01910 μA, which is 1.2% lower. The contacts take 4.5 mV forward and 5.5 mV reverse.

At $V=200$ mV the line predicts 0.387 μA. The ideal pair carries 0.0999 μA, almost its saturation value. The forward contact now has 17.9 mV and the reverse contact the other 182 mV.

## Why a good fit proves little

The quality of a straight-line fit is often stated as $R^2$, the fraction of the variance of the current that the line accounts for. Its value for the ideal pair can be estimated. Let the sweep cover $-v_m\le v\le v_m$ uniformly and put $s=v/v_m$. Apart from a constant factor, the current is

$$
y=s-a s^3,\qquad a=\frac{v_m^2}{12}.
$$

Over the interval from −1 to 1 the averages of $s^2$, $s^4$ and $s^6$ are $1/3$, $1/5$ and $1/7$. The best line for $s^3$ has slope $(1/5)/(1/3)=3/5$. What it leaves over has the mean square

$$
\left\langle\left(s^3-\tfrac35 s\right)^2\right\rangle
=\frac17-\frac{6}{25}+\frac{3}{25}
=\frac{4}{175}.
$$

The variance of $y$ is $1/3$ in leading order. Hence

$$
1-R^2\approx\frac{a^2\,(4/175)}{1/3}
=\frac{12}{175}\,\frac{v_m^4}{144}
=\frac{v_m^4}{2100}.
$$

For a sweep of ±10 mV, $v_m=0.387$ and the estimate is $1.1\times10^{-5}$. A fit to 41 equally spaced, noise-free points gives $1.15\times10^{-5}$, so $R^2=0.99999$.

For ±50 mV the expansion is no longer accurate, and the numerical fit gives $1-R^2=4.8\times10^{-3}$. An $R^2$ of 0.995 thus comes from a curve whose chord conductance has dropped by 10% at 30 mV, well inside the sweep. A plot of the residuals, which would show the cubic shape, is more informative than $R^2$.

## Contacts that are not identical

Let the saturation currents be $I_1$ and $I_2$. The two diode laws become

$$
e^{eV_1/kT}=1+\frac{I}{I_1},
\qquad
e^{-eV_2/kT}=1-\frac{I}{I_2}.
$$

Dividing as before gives $e^v(1-I/I_2)=1+I/I_1$. Collecting the terms in $I$ yields

$$
I=\frac{e^{v}-1}{1/I_1+e^{v}/I_2}.
$$

For large positive voltage the current tends to $I_2$, and for large negative voltage to $-I_1$. In both cases the contact in reverse sets the limit.

To find the first correction at small voltage, write $S=1/I_1+1/I_2$. The numerator is $v(1+v/2+\dots)$. The denominator is $S+v/I_2+\dots$, and since $1/(I_2S)=I_1/(I_1+I_2)$,

$$
I=\frac{v}{S}\left[1+v\left(\frac12-\frac{I_1}{I_1+I_2}\right)+\dots\right]
=\frac{v}{S}\left[1+\frac{v}{2}\,\frac{I_2-I_1}{I_1+I_2}+\dots\right].
$$

The slope at zero is still finite, so the curve is still straight in a small enough interval. The correction is now of first order in $v$ and has opposite signs for the two polarities. For $I_2=2I_1$ the currents at +10 mV and −10 mV differ in magnitude by the factor 1.136. Clearly unequal contacts betray themselves at a lower voltage than equal ones, provided both polarities are measured and compared. If the saturation currents differ by only a few per cent, the first-order term is too small for this.

# Second half: series resistance, real barriers and further measurements

## Symbols and results carried over

The total voltage is $V$, and $v=eV/kT$. The thermal voltage $kT/e$ is 25.85 mV at 300 K. One contact with forward voltage $U$ carries $I_s[\exp(eU/kT)-1]$, and $i=I/I_s$. Two identical contacts facing each other carry

$$
I=I_s\tanh\frac{eV}{2kT},
\qquad
R_0=\frac{2kT}{eI_s},
$$

where $R_0$ is the resistance at zero bias. In the example $I_s=0.1$ μA, the contact area is $10^{-4}$ cm² and $R_0=517$ kΩ. The chord conductance $I/V$ of this pair drops by 1% at 9.0 mV.

## A resistor makes the line longer

A measured line that extends over several hundred millivolts cannot come from the bare ideal pair. It can come from the same pair with a resistor $R$ in series, such as a long strip of film or a lead. The resistor is assumed to be linear.

Inverting the hyperbolic tangent gives the voltage across the two contacts as $(2kT/e)\,\text{artanh}\,i$. Adding the voltage across the resistor,

$$
V=IR+\frac{2kT}{e}\,\text{artanh}\frac{I}{I_s}.
$$

Divide by $I=iI_s$ and use $2kT/(eI_s)=R_0$:

$$
\frac{V}{I}=R+R_0\,\frac{\text{artanh}\,i}{i}.
$$

For small current, $\text{artanh}\,i\approx i$ and the total resistance is $R+R_0$. At larger current the second term grows, but it is a small part of the sum if $R\gg R_0$. The chord conductance has dropped by 1% when

$$
\frac{R+R_0}{R+R_0\,(\text{artanh}\,i)/i}=0.99 .
$$

Solving for the growth of the contact term gives

$$
\frac{\text{artanh}\,i}{i}-1
=\left(\frac{1}{0.99}-1\right)\left(1+\frac{R}{R_0}\right).
$$

Take $R=10R_0=5.17$ MΩ. The right side is $0.0101\times11=0.111$, and the numerical solution is $i=0.525$. The corresponding voltage is 302 mV, more than 30 times the 9.0 mV of the bare pair. The current has then reached half its saturation value, and the line still holds to 1%.

As a test, the circuit with this resistor was solved numerically from the diode law at 50, 300 and 800 mV. When the resulting currents were inserted into the formula for $V$, the applied voltages came back to better than one part in $10^6$.

In this circuit the contacts contribute $1/11$, or 9%, of the total resistance near zero bias. Whether that matters depends on the purpose. If the whole slope is assigned to the resistor, the value of $R$ comes out 10% too high. If the device is later driven harder, the current of the ideal circuit levels off near $I_s$, at voltages above about $I_sR=0.1\ \mu\text{A}\times5.17\ \text{M}\Omega=0.52$ V. The straight line at low voltage gives no warning of this.

Two identical ideal rectifiers facing each other give a current that is straight near zero voltage, and a series resistor can extend that line to hundreds of millivolts. It remains to see what changes when the saturation current depends on bias, how large the other neglected effects are, and which measurements can reveal the contacts.
